# Quality factor and thermoelectric figure of merit of a one-subband quantum well

A quantum well of width $a$ has hard walls at $z=0$ and $z=a$. Its electrons occupy the lowest subband, in one or more equivalent valleys. In-plane energies are parabolic, with principal masses $m_1,m_2$, and $g$ counts spin times valleys. The relaxation time $\tau$ is constant. Heat and charge flow along $x$, in the plane. All conductivities refer to the volume of the well itself, and the lattice thermal conductivity $\kappa_l$ is held fixed when $a$ changes.

The algebra uses atomic units, $\hbar=m_e=e=1$, with Boltzmann's constant $k$ written out; the electron charge is $-1$. Energies $\varepsilon$ and the chemical potential $\mu$ are measured from the subband bottom, and $\zeta=\mu/kT$. The task is to find how the thermoelectric quality of the well depends on its width.

## (a) Transport coefficients and the figure of merit

**Question.** Derive the electrical conductivity $\sigma$, the Seebeck coefficient $S$ and the electronic heat conductivity $\kappa_e$ at zero current. What does $ZT=S^2\sigma T/(\kappa_l+\kappa_e)$ measure?

**Solution.** Let $f$ be the Fermi function, $f'=\partial f/\partial\varepsilon$, and $\delta f$ the departure from local equilibrium. To first order in the field $E$ and the gradients, the steady Boltzmann equation is

$$v_x\partial_x f-E\,v_xf'=-\frac{\delta f}{\tau}.$$

The second term contains the force $-E$ and $\partial f/\partial k_x=v_xf'$. Since $f$ depends on $(\varepsilon-\mu)/kT$,

$$\partial_xf=(-f')\left[\partial_x\mu+\frac{\varepsilon-\mu}{T}\partial_xT\right].$$

With $\mathcal E=E+\partial_x\mu$, the electrochemical field that a voltmeter registers,

$$\delta f=-\tau v_x(-f')\left[\mathcal E+\frac{\varepsilon-\mu}{T}\partial_xT\right].$$

Define the transport distribution and its moments, with $V$ the well volume and the sum running over all states:

$$\Xi(\varepsilon)=\frac1V\sum\tau v_x^2\,\delta(\varepsilon-\varepsilon_{\mathbf k}),\qquad L_j=\int_0^\infty\Xi\,(-f')(\varepsilon-\mu)^j\,d\varepsilon .$$

The charge current sums $-v_x\delta f$, and the heat current sums $(\varepsilon-\mu)v_x\delta f$:

$$J=L_0\mathcal E+L_1\frac{\partial_xT}{T},\qquad Q=-L_1\mathcal E-L_2\frac{\partial_xT}{T}.$$

At uniform temperature $\sigma=L_0$. At $J=0$, $\mathcal E=-(L_1/L_0)\partial_xT/T$. The definitions $\mathcal E=S\,\partial_xT$ and $Q=-\kappa_e\partial_xT$ then give

$$S=-\frac{L_1}{TL_0},\qquad \kappa_e=\frac1T\left(L_2-\frac{L_1^2}{L_0}\right).$$

To interpret $ZT$, take a leg of length $\ell$ and area $A$ under a small temperature difference $\Delta T$. Its open-circuit voltage is $S\Delta T$ and its resistance is $\ell/(\sigma A)$. A matched load receives $(S\Delta T)^2\sigma A/(4\ell)$, while the open-circuit heat flow is $(\kappa_l+\kappa_e)A\Delta T/\ell$. Their ratio is $(ZT/4)(\Delta T/T)$. Thus $ZT$ compares obtainable electrical power with the heat that leaks through the leg.

## (b) The transport distribution of one subband

**Question.** Find $\Xi(\varepsilon)$, including the case of several equivalent valleys with different in-plane orientations.

**Solution.** Along the principal axes of one valley, set

$$k_1=\sqrt{2m_1\varepsilon}\cos\theta,\qquad k_2=\sqrt{2m_2\varepsilon}\sin\theta .$$

This satisfies $k_1^2/2m_1+k_2^2/2m_2=\varepsilon$. With $\rho=\sqrt{2\varepsilon}$, the area element is $\sqrt{m_1m_2}\,\rho\,d\rho\,d\theta=\sqrt{m_1m_2}\,d\varepsilon\,d\theta$. One spin and valley therefore has

$$\frac{1}{(2\pi)^2}\,2\pi\sqrt{m_1m_2}=\frac{\sqrt{m_1m_2}}{2\pi}$$

states per area and energy, a constant.

The velocities are $v_i=k_i/m_i$, so the angular averages are $\langle v_1^2\rangle=\varepsilon/m_1$, $\langle v_2^2\rangle=\varepsilon/m_2$ and $\langle v_1v_2\rangle=0$. If $x$ makes an angle $\alpha$ with axis 1,

$$\langle v_x^2\rangle=\varepsilon\left(\frac{\cos^2\alpha}{m_1}+\frac{\sin^2\alpha}{m_2}\right).$$

If half the valleys are turned by $90^\circ$ relative to the other half, averaging exchanges $\cos^2\alpha$ and $\sin^2\alpha$ and removes the angle:

$$\langle v_x^2\rangle=\frac{\varepsilon}{m_c},\qquad \frac1{m_c}=\frac12\left(\frac1{m_1}+\frac1{m_2}\right).$$

For a single valley with $x$ along a principal axis, $m_c$ is instead the mass along that axis. Write the mobility as $u=\tau/m_c$. Multiplying by $g$ and dividing the sheet quantity by $a$ gives

$$\Xi(\varepsilon)=\frac{g\sqrt{m_1m_2}\,u}{2\pi a}\,\varepsilon .$$

## (c) The role of the width

**Question.** Express $ZT$ through Fermi integrals. Collect the material and geometrical parameters in one dimensionless quality factor $B$, and find its dependence on $a$.

**Solution.** Let

$$F_n(\zeta)=\int_0^\infty\frac{x^n\,dx}{e^{x-\zeta}+1},\qquad \sigma_0=\frac{g\sqrt{m_1m_2}\,kT\,u}{2\pi a}.$$

Substituting $\varepsilon=kTx$ gives $L_j=\sigma_0(kT)^jM_j$, where

$$M_j=\int_0^\infty x(x-\zeta)^j\left(-\frac{df}{dx}\right)dx .$$

Integration by parts gives $\int_0^\infty x^{n+1}(-df/dx)dx=(n+1)F_n$, because the boundary term vanishes at both ends. Expanding the powers,

$$M_0=F_0,\quad M_1=2F_1-\zeta F_0,\quad M_2=3F_2-4\zeta F_1+\zeta^2F_0 .$$

Hence

$$\sigma=\sigma_0F_0,\qquad |S|=k\left(\frac{2F_1}{F_0}-\zeta\right).$$

For the heat conductivity,

$$\frac{M_1^2}{M_0}=\frac{4F_1^2}{F_0}-4\zeta F_1+\zeta^2F_0,$$

so the terms containing $\zeta$ explicitly cancel in $M_2-M_1^2/M_0$:

$$\kappa_e=k^2T\sigma_0K,\qquad K=3F_2-\frac{4F_1^2}{F_0}.$$

The numerator of $ZT$ is $k^2T\sigma_0P$, with $P=(2F_1/F_0-\zeta)^2F_0$. Dividing numerator and denominator by $k^2T\sigma_0$ yields

$$ZT=\frac{P(\zeta)}{1/B+K(\zeta)},\qquad B=\frac{k^2T\sigma_0}{\kappa_l}=\frac{g\sqrt{m_1m_2}\,k^3T^2u}{2\pi a\,\kappa_l}.$$

At fixed temperature, masses, mobility and $\kappa_l$,

$$B\propto\frac1a .$$

This is the Hicks–Dresselhaus scaling. The sheet conductance at given $\zeta$ does not depend on the width, but a narrower well concentrates it in less volume. The lattice heat conducted per unit area of cross-section stays the same. The Seebeck coefficient at given $\zeta$ is unchanged.

Fixed $\zeta$ means fixed sheet density, since the volume density is $n=\sigma/u=\sigma_0F_0/u$ and $\sigma_0\propto1/a$. At fixed volume density and mobility, $\sigma$ stays constant instead. Narrowing then lowers $F_0$ in proportion to $a$. In the dilute regime $F_n\to n!\,e^\zeta$, so $|S|=k(2-\zeta)$ and $\zeta=\ln a+\text{const}$: the benefit comes from a logarithmic rise of $|S|$.

## (d) Does the figure of merit follow the same law?

**Question.** For each width, choose the doping that maximizes $ZT$. Find the local power of $1/a$ with which this maximum grows, and its limits for small and large $B$.

**Solution.** At the maximum $\partial ZT/\partial\zeta=0$, so the shift of the optimum doping makes no first-order contribution. Differentiating $\ln ZT=\ln P-\ln(1/B+K)$ at fixed $\zeta$,

$$\frac{d\ln ZT_{\max}}{d\ln B}=\frac{1/B}{1/B+K}=\frac{1}{1+BK}.$$

From (c), $BK=\kappa_e/\kappa_l$. Since $d\ln B=d\ln(1/a)$,

$$\frac{d\ln ZT_{\max}}{d\ln(1/a)}=\frac{\kappa_l}{\kappa_l+\kappa_e}<1 .$$

The exponent is the lattice share of the heat conduction. Electrons carry heat as well as charge, and their heat conductivity is concentrated by narrowing too.

For $B\to0$ the term $1/B$ dominates and $ZT_{\max}\to cB$, where $c=\max_\zeta P$. Numerical maximization gives $c=4.06$ at $\zeta=0.67$. In this limit $ZT$ itself grows as $1/a$.

For large $B$ the optimum moves to negative $\zeta$, where $F_n\to n!\,e^\zeta$. Then $P=(2-\zeta)^2e^\zeta$ and $K=(6-4)e^\zeta=2e^\zeta$. With $s=2-\zeta$,

$$ZT=\frac{s^2}{D},\qquad D=\frac{e^{s-2}}B+2 .$$

Setting the derivative to zero gives $2D=s\,e^{s-2}/B$, hence

$$(s-2)e^{s-2}=4B .$$

The solution is $s-2=W$, where the Lambert function $W=W(4B)$ obeys $We^W=4B$. Then $e^{s-2}/B=4/W$ and $D=4/W+2=2s/W$, so

$$ZT_{\max}\simeq\frac{W(W+2)}2 .$$

For large $B$, $W\sim\ln(4B)$, and $ZT_{\max}$ grows only as half the squared logarithm. This leading form becomes accurate only very slowly: it lies 23% above the Lambert formula at $B=100$, and still 22% above it at $B=10^8$. Numerical maximization of the full expression at $B=0.01$, $1$ and $100$ gives $0.0397$, $1.90$ and $14.55$; the Boltzmann-limit formula gives $0.0392$, $1.92$ and $14.57$. Its closeness at small $B$ does not mean that the electrons are dilute there: its limiting slope is 4, which happens to lie near $c$.

## (e) A well with lead telluride parameters

**Question.** Evaluate a 12 nm, (100)-oriented, n-type well at 300 K. Use rough values typical of PbTe: four $\langle111\rangle$ valleys with transverse mass $m_t=0.03$ and longitudinal mass $m_l=0.3$, mobility $1500$ cm²/Vs and $\kappa_l=2$ W/(m K). When is it better than bulk?

**Solution.** The valleys are tilted relative to the well normal. Let $W_{ij}$ be the inverse-mass tensor of one valley, $\mathbf w=(W_{xz},W_{yz})$, $W_\parallel$ its in-plane block and $\mathbf k$ the in-plane wavevector. Completing the square in the kinetic energy gives

$$H=\frac{W_{zz}}2\left(p_z+\frac{\mathbf w\cdot\mathbf k}{W_{zz}}\right)^2+\frac12\mathbf k^TM\mathbf k,\qquad M=W_\parallel-\frac{\mathbf w\mathbf w^T}{W_{zz}} .$$

The factor $e^{-iz\,\mathbf w\cdot\mathbf k/W_{zz}}$ in the wavefunction removes the shift of $p_z$ and preserves its zeros at the walls. The confinement mass is therefore $m_z=1/W_{zz}$, and $M$ contains the in-plane inverse masses.

For a $\langle111\rangle$ axis the squared cosine with the normal is $1/3$, so $1/m_z=1/(3m_l)+2/(3m_t)$. The in-plane direction perpendicular to the valley axis has $m_1=m_t$. In the plane containing the axis and the normal, the inverse-mass determinant is $1/(m_lm_t)=W_{zz}/m_2$, giving $m_2=(m_t+2m_l)/3$. Thus

$$m_z=0.0429,\quad m_1=0.030,\quad m_2=0.210,\quad m_c=0.0525,\quad g=2\times4=8 .$$

The four valley projections form two perpendicular pairs, as required in (b).

These inputs give $\sigma_0=686.7$ S/cm, or $6.867\times10^4$ S/m. Restoring $e$, and using $k/e=86.17$ µV/K,

$$B=\left(\frac ke\right)^2\frac{\sigma_0T}{\kappa_l}
=\frac{(8.617\times10^{-5})^2(6.867\times10^4)(300)}2=0.0765 .$$

Numerical maximization gives $\zeta=0.175$, with $F_0=0.7845$, $F_1=0.9517$ and $F_2=2.1132$. Therefore

$$\sigma=686.7\times0.7845=539\ \text{S/cm},$$

$$|S|=86.17\left(\frac{2\times0.9517}{0.7845}-0.175\right)=194\ \mu\text{V/K}.$$

Also $P=3.976$ and $K=1.72$, so $\kappa_e=2\times0.0765\times1.72=0.263$ W/(m K) and

$$ZT=\frac{3.976}{1/0.0765+1.72}=0.269 .$$

The volume density is $2.24\times10^{18}$ cm⁻³. The local exponent is $2/(2+0.263)=0.884$, so even here $ZT$ grows more slowly than $1/a$. From 16 to 8 nm, $B$ doubles, but the separately optimized one-subband $ZT$ rises from 0.208 to 0.382, a factor 1.84. Starting from the 16 nm optimum and keeping volume density fixed, the factor is 1.73.

Wider wells need more subbands. In a hard-wall well they lie at $E_n=(n\pi/a)^2/(2m_z)$. Each adds the same moments $M_j$, evaluated at $\zeta-(E_n-E_1)/kT$. Maximizing with these sums gives:

| Width (nm) | $ZT$, one subband | $ZT$, all subbands |
|---|---:|---:|
| 8 | 0.382 | 0.382 |
| 12 | 0.269 | 0.270 |
| 16 | 0.208 | 0.231 |
| 24 | 0.143 | 0.241 |

The second subband already adds 11% at 16 nm, the one-subband law has failed completely by 24 nm, and the full result is not monotonic in width. These sums keep only the velocity within each subband. In a tilted valley, $W_{xz}$ also gives $v_x$ matrix elements between subbands. With a broadening $\hbar/\tau$ they add only about 1% to $ZT$ at 24 nm, but they grow with width, and in very wide wells they restore the bulk conductivity mass given below.

For a bulk comparison at equal mobility, averaging the squared velocity over three dimensions gives

$$\Xi_{\rm bulk}=\frac23u\varepsilon\,g\frac{\sqrt{m_1m_2m_z}\sqrt{2\varepsilon}}{2\pi^2}.$$

The factor multiplying $\frac23u\varepsilon$ is the bulk density of states. Integrating its moments numerically and optimizing the doping gives $ZT=0.279$. The one-subband well exceeds this below $11.5$ nm, or 115 Å. With hard walls, the 12 nm example is thus slightly worse than bulk: growth with narrowing does not by itself imply an advantage over bulk.

Equal mobility is a choice. At equal $\tau$, the cubic average of the inverse masses makes the bulk conductivity mass $0.0429$ instead of $0.0525$. The bulk mobility would be higher by a factor 1.22, and the well would have to be narrower to win.

## (f) Where the scaling fails

**Question.** What happens if acoustic phonons limit the mobility? How large are the other main omissions in the 12 nm example?

**Solution.** Consider elastic deformation-potential scattering within a valley, with thermally populated acoustic modes. Its squared matrix element is independent of phonon wavevector, apart from the overlap of the well states. Scattering is then isotropic, and $1/\tau$ equals the total rate. For the normalized wavefunction $\phi=\sqrt{2/a}\sin(\pi z/a)$, summing over the phonon component $q_z$ gives, by Parseval's theorem,

$$\int\frac{dq_z}{2\pi}\left|\int_0^a\phi^2e^{iq_zz}dz\right|^2=\int_0^a\phi^4dz
=\frac4{a^2}\,\frac{3a}8=\frac3{2a}.$$

The final density of states in the subband is constant, so $1/\tau\propto1/a$ and $\tau\propto a$. Since $B\propto\tau/a$, the gain cancels: $B$ no longer depends on the width. Narrowing gives the electrons more conductance per volume at fixed $\tau$, but also couples them more strongly to the phonons.

Relative to bulk, the same coupling gives the rate ratio

$$\frac{(\sqrt{m_1m_2}/2\pi)(3/2a)}{\sqrt{m_1m_2m_z}\sqrt{2\varepsilon}/2\pi^2}
=\frac{3\pi}{2a\sqrt{2m_z\varepsilon}} .$$

At $\varepsilon=kT$ it is 2.3 for the 12 nm well. Suppose that 1500 cm²/Vs is the bulk mobility and that acoustic phonons limit it. The mobility then fixes the average of the bulk $\tau\propto\varepsilon^{-1/2}$ with weight $\varepsilon^{3/2}(-f')$, not its value at $kT$. This average is 0.75 of the value at $kT$ for dilute electrons, and 0.64 at the volume density of the example. The well's $\tau$ is therefore smaller than the bulk average by a factor 1.7 or 1.5, respectively, and its conductivity mass is larger by the factor 1.22 found in (e). Together they lower $B$ by a factor 2.1 or 1.8, and the optimized $ZT$ to 0.14 or 0.16.

Barriers also matter in a stack. Let each have thickness $b$, carry no current along the plane and conduct lattice heat as well as the well does. Averaging over a period multiplies $\sigma_0$ by $a/(a+b)$ but leaves $\kappa_l$ unchanged, so $B\propto1/(a+b)$. Narrowing the well at fixed $b$ then has a bounded benefit. For $b=20$ nm, the optimized $ZT$ of the 12 nm well falls from 0.269 to 0.109.

To size finite confinement, take barriers 0.2 eV high with the same mass and diagonalize one 32 nm period on a grid. The first two levels move from 0.061 and 0.244 eV to 0.033 and 0.124 eV. At the original $\zeta$, the second-subband share of electrons in these two levels rises from 0.13% to 4.3%. This small share has a large effect, because these electrons carry more energy. At fixed $\tau$, adding the second level to the moments raises the optimized $ZT$ from 0.269 to 0.31, above the bulk value 0.279, so the crossover width of (e) holds for hard walls only. That estimate omits states above the barriers and barrier heat flow. The first miniband is only about $10^{-5}$ eV wide, so tunnelling between wells is weak.

The parabolic band is less secure. With a rough gap $E_g=0.3$ eV, the two-band relation $E(1+E/E_g)=E_1$ lowers the hard-wall level to 0.052 eV and raises the mass there by the factor $1+2E/E_g=1.35$. If both in-plane masses rise by this factor at fixed $\tau$, $\sqrt{m_1m_2}/m_c$ and hence $B$ are unchanged; at fixed mobility, $B$ rises by the same factor 1.35. The mass also keeps rising with energy inside the subband, which this uniform factor leaves out: using the full two-band relation at fixed $\tau$ lowers the optimized $ZT$ from 0.269 to 0.23. Holes are a smaller matter at 300 K: for mirror-image bands and the gap without confinement, their density is about $10^{-5}$ of the electron density. Lifetime broadening is not small, however. The mobility and $m_c$ imply $\tau=45$ fs and $\hbar/\tau=0.015$ eV, compared with $kT=0.026$ eV, which strains the picture of sharp band states.

The parameters describe the regime of n-type lead telluride, not a particular sample. A real multilayer breaks the assumptions of heat-free barriers and width-independent scattering; under the conditions above, barrier heat flow alone more than halves the calculated $ZT$, and the shorter acoustic-phonon lifetime alone lowers it by about 30 to 40%, or by 40 to 50% when the heavier conductivity mass of the well is counted too. Lead telluride generators also run well above room temperature, where the 300 K values do not carry over. Narrowing is a useful design rule when one subband dominates, the mobility survives, and barrier heat flow is small. For $ZT$ to follow $1/a$ closely, the lattice must also carry nearly all the heat.
